# Pauling's island rules for overlap and Hamiltonian elements between Rumer structures

Before a valence bond calculation on a ring of six singly occupied orbitals can start, two things must be decided: how to obtain the matrix elements between the bond structures, and which exchange integrals to put into them. If the orbitals are orthonormal, every element can be read off a drawing, and no sum over the $6!$ permutations is needed. The same derivation shows that, among functions with one electron per orbital, integrals computed for such orbitals put the high-spin state lowest. A calculation with orthonormal orbitals that is meant to describe bonding must therefore add ionic structures or use an effective exchange parameter.

## From electrons to spins

Take $N=2n$ electrons and $N$ real orthonormal orbitals $\phi_i$, called sites, with one electron in each. A structure $R$ pairs the sites into $n$ bonds, and each bond carries an arrow. Its spin function is

$$\Theta_R=\prod_{(i\to j)\in R}\frac{\alpha(i)\beta(j)-\beta(i)\alpha(j)}{\sqrt2}.$$

Reversing an arrow changes the sign of $\Theta_R$. With $\Psi_R=\phi_1(1)\cdots\phi_N(N)\,\Theta_R$, the antisymmetric function is

$$\Phi_R=\frac1{\sqrt{N!}}\sum_P(-1)^P P\,\Psi_R ,$$

where $P$ permutes the electrons in space and spin together. Because $H$ commutes with $P$, the double sum in a matrix element depends only on the relative permutation. Each relative permutation occurs $N!$ times, which cancels the normalization:

$$\langle\Phi_R|H|\Phi_S\rangle=\sum_P(-1)^P\langle\Psi_R|H|P\Psi_S\rangle .$$

The orbitals now limit the sum. An electron on which the operator does not act must be in the same orbital on both sides. For the overlap, this leaves the identity. A one-electron operator would allow one displaced electron, but no permutation displaces just one. A two-electron operator allows two, so the transpositions survive as well. In the transposition of $i$ and $j$, the space factor is

$$K_{ij}=(ij|ji)=\iint\frac{\phi_i(\mathbf r)\phi_j(\mathbf r)\,\phi_i(\mathbf r')\phi_j(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' ,$$

and its permutation sign is $-1$. If $P_{ij}$ denotes the exchange of the two spins alone, then

$$\langle\Phi_R|\Phi_S\rangle=\langle\Theta_R|\Theta_S\rangle,$$

$$\langle\Phi_R|H|\Phi_S\rangle=Q\langle\Theta_R|\Theta_S\rangle-\sum_{i<j}K_{ij}\langle\Theta_R|P_{ij}|\Theta_S\rangle ,\tag{1}$$

$$Q=E_{\rm nuc}+\sum_i h_{ii}+\sum_{i<j}(ii|jj).$$

**Check on two sites.** The singlet has $P_{12}=-1$ and energy $Q+K_{12}$. The triplet has $P_{12}=+1$ and energy $Q-K_{12}$. A bonded pair thus enters with coefficient $+1$.

**Where this fails.** Suppose the two orbitals overlap, $s=\langle\phi_1|\phi_2\rangle\ne0$. The transposition then adds $s^2$ to the norm of the singlet, and $K_{12}$ is replaced by $K_{12}+2sh_{12}+s^2E_{\rm nuc}$. With more sites, further permutations contribute. Equation (1) and the counting rules below are for orthonormal orbitals.

## Four sites by hand

Number the sites around a circle and let $A$ have the bonds $1\to2$, $3\to4$, and $B$ the bonds $1\to4$, $3\to2$. With spins written in site order,

$$\Theta_A=\tfrac12(\alpha\beta\alpha\beta-\alpha\beta\beta\alpha-\beta\alpha\alpha\beta+\beta\alpha\beta\alpha),$$

$$\Theta_B=\tfrac12(\alpha\beta\alpha\beta-\alpha\alpha\beta\beta-\beta\beta\alpha\alpha+\beta\alpha\beta\alpha).$$

Two terms are common to both, so $\langle\Theta_A|\Theta_B\rangle=\frac14+\frac14=\frac12$. They are the two assignments in which the spin alternates along the closed path 1–2–3–4–1 formed by the bonds of $A$ and $B$ together. This is the pattern to generalize.

## Overlap for any number of pairs

Draw the bonds of $R$ and $S$ on the same sites. Each site receives one bond from $R$ and one from $S$, so the drawing consists of closed cycles on which the two kinds of bond alternate. These are the islands. A cycle has an even number of sites, and a bond present in both structures is an island of two sites. Let $I$ be the number of islands.

A term common to $\Theta_R$ and $\Theta_S$ must have opposite spins at the ends of every bond. The spins therefore alternate around each island, and one spin fixes the rest of that island. There are two choices per island and $2^I$ common terms. Each has magnitude $2^{-n/2}$ in either function, so each contributes $\pm2^{-n}$.

The signs depend on the arrows. A Rumer structure has no crossing bonds when the sites lie on a circle. The sites on one side of a bond are then paired among themselves, so their number is even, and the bond joins an odd-numbered site to an even-numbered one. Let all arrows run from odd to even. When the odd sites of an island carry $\alpha$, each bond contributes a plus sign. When they carry $\beta$, each bond contributes a minus sign; an island with $m$ bonds from $R$ also has $m$ from $S$, and the product is $(-1)^{2m}=1$. All terms add:

$$\boxed{\langle\Phi_R|\Phi_S\rangle=2^{\,I-n}}\tag{2}$$

The exponent is the number of islands minus the number of pairs. It has a direct reading: $2^{-n}$ comes from normalizing $n$ singlets in each function, and $2^I$ counts the spin patterns that fit both pairings.

**Limits.** For $R=S$ every bond is an island, $I=n$, and the norm is 1. If the two structures form a single cycle, the overlap has its smallest value, $2^{1-n}$. It is not zero, so different Rumer structures are never orthogonal.

**Other arrows.** Colour the sites of each island alternately black and white, and put $\alpha$ on black. The sign of the overlap is $(-1)^w$, where $w$ is the number of arrows that start on white sites. Interchanging the colours on an island with $2m$ arrows turns its share $w_1$ into $2m-w_1$, which has the same parity.

**Crossing bonds.** Let $X$ have the bonds $1\to3$, $2\to4$. Then

$$\Theta_X=\tfrac12(\alpha\alpha\beta\beta-\alpha\beta\beta\alpha-\beta\alpha\alpha\beta+\beta\beta\alpha\alpha)=\Theta_A-\Theta_B .$$

The overlaps are $\langle A|B\rangle=\frac12$, $\langle B|X\rangle=-\frac12$ and $\langle X|A\rangle=\frac12$, with product $-\frac18$. Each function occurs twice in this product, so reversing arrows cannot change it. No choice of arrows makes all three overlaps positive. The magnitude in (2) holds for crossing structures too. The positive sign is guaranteed when every bond joins an odd to an even site. All Rumer structures satisfy this, and so do some crossing ones, such as $1\to4$, $3\to6$, $5\to2$; the structure $X$, whose bonds join sites of equal parity, does not.

**Is the non-crossing set large enough?** Each multiplet of spin one or more has one state with $M=0$ and one with $M=1$, while a singlet has only the former. The number of singlets is therefore $\binom{2n}{n}-\binom{2n}{n-1}$, which for $n=3$ is $20-15=5$. The program finds equally many linearly independent Rumer structures for $n=2$ to 5, so in these cases they form a basis of the covalent singlets. The smallest eigenvalue of the overlap matrix falls from 0.5 to 0.0032 over this range, so the basis comes closer to linear dependence as it grows.

## Spin exchange between two structures

The exchange operator can be written

$$P_{ij}=\tfrac12+2\,\mathbf S_i\cdot\mathbf S_j ,\tag{3}$$

because $\mathbf S_i\cdot\mathbf S_j$ is $\frac14$ in a triplet and $-\frac34$ in a singlet, which gives $+1$ and $-1$.

**Sites on different islands.** Both spin functions are products over islands, and each factor is built from singlet pairs, so it has zero total spin. The element of $\mathbf S_i\cdot\mathbf S_j$ contains factors $\langle S_i^a\rangle$ taken between two singlets of one island. Let $\mathbf T$ be the total spin of that island. From $[T^x,S_i^y]=iS_i^z$, and because $T^x$ gives zero on the functions at both sides, $\langle S_i^z\rangle=0$. The other components follow by cyclic permutation. Only the constant in (3) remains:

$$\langle\Theta_R|P_{ij}|\Theta_S\rangle=\tfrac12\langle\Theta_R|\Theta_S\rangle .$$

**Sites on the same island.** Let $i$ and $j$ be $d$ bonds apart along the cycle. If $S$ has a bond between $j$ and $k$, that pair is a singlet and $(S_j^a+S_k^a)\Theta_S=0$ for each component $a$. Hence

$$\langle\Theta_R|S_i^aS_j^a|\Theta_S\rangle=-\langle\Theta_R|S_i^aS_k^a|\Theta_S\rangle .$$

If the bond belongs to $R$, the same step is made on the left, after $S_j^a$ has been moved past $S_i^a$; they commute because the sites differ. Each step brings the second operator one bond closer to $i$ and costs a minus sign. After $d$ steps both operators act on site $i$, where $\sum_a(S_i^a)^2=\frac34$:

$$\langle\Theta_R|\mathbf S_i\cdot\mathbf S_j|\Theta_S\rangle=(-1)^d\,\tfrac34\,\langle\Theta_R|\Theta_S\rangle .$$

The direction of the walk does not matter, since the two distances add up to the even length of the cycle. By (3), $P_{ij}$ gives $\frac12+\frac32(-1)^d$ times the overlap, which is $-1$ for odd $d$ and $2$ for even $d$.

With the minus sign of (1), the result is

$$\boxed{\langle\Phi_R|H|\Phi_S\rangle=2^{\,I-n}\Big[Q+\sum_{i<j}c_{ij}K_{ij}\Big]}\tag{4}$$

- $c_{ij}=+1$: same island, an odd number of bonds apart;
- $c_{ij}=-2$: same island, an even number of bonds apart;
- $c_{ij}=-\frac12$: different islands.

**Limit $R=S$.** The energy of a single structure is $Q$, plus $K_{ij}$ for each bonded pair, minus $\frac12K_{ij}$ for each other pair.

**Limit of equal integrals.** If all $K_{ij}=K$, the exchange term can depend only on the total spin, which is zero. From $2\sum_{i<j}\mathbf S_i\cdot\mathbf S_j=\mathbf S^2-\frac34N$,

$$\sum_{i<j}c_{ij}=-\frac{N(N-1)}4+\frac{3N}4=\frac{N(4-N)}4 \tag{5}$$

for every pair of structures. For $A$ and $B$ above, the four neighbour pairs give $+4$ and the two diagonals $-4$; the sum is 0, as required for $N=4$.

## The same coefficients from the drawing

The function $P_{ij}\Theta_S$ is again a structure: $S$ with the labels $i$ and $j$ interchanged. The three values of $P_{ij}$ must therefore follow from (2) by counting islands anew.

If $i$ and $j$ lie on different islands, interchanging the ends of their $S$ bonds joins the two cycles. One island is lost, which gives the factor $\frac12$. The sign stays positive. For sites of the same parity the arrows still run from odd to even; otherwise, first reverse all $2m$ arrows of one island, which leaves the overlap unchanged and reduces the problem to the former case.

If they lie on the same island at even distance, their $S$ bonds leave them in the same sense around the cycle, say $i\to i'$ and $j\to j'$. After the interchange, $i$ is joined to $j'$ and $j$ to $i'$. The path from $j'$ onward to $i$ closes on itself, and so does the path from $i'$ to $j$. There is one more island and a factor 2. Both sites have the same parity, so the arrows remain odd to even and the sign is positive.

At odd distance, the $S$ bonds leave in opposite senses. Let the cycle contain $i,i',\dots,j',j$ in this order. The interchange reverses the piece from $i'$ to $j'$ and leaves one cycle, so the magnitude is unchanged. To alternate again, the colours in the reversed piece must be interchanged. That piece has an even number of sites and so an odd number of bonds, whose arrows now start on white. The two new bonds also have arrows starting on white, and the total is odd: the factor is $-1$. If $i$ and $j$ are bonded in $S$, the interchange simply reverses that arrow, with the same result.

The program confirms (2), with the general sign rule, and all three coefficients for all 15 pairings of six sites, crossing ones included, together with the changes in the number of islands. It also compares (4) with the full electronic Hamiltonian for arbitrary integrals.

## A six-site ring

Now let only ring neighbours interact, with one parameter $J$ in place of $K_{ij}$ and $Q=0$. I take $J=-0.05$ hartree, a round value; its negative sign is examined in the next section. There are two structures with neighbour bonds only, the Kekulé structures $K_1=(12)(34)(56)$ and $K_2=(16)(32)(54)$. The three Dewar structures have one bond across the ring, for example $D_1=(12)(36)(54)$.

Consider $K_1$ with $D_1$. The shared bond 1–2 is one island and the cycle 3–4–5–6–3 is the other, so the overlap is $2^{2-3}=\frac12$. The neighbour pairs 12, 34, 45 and 56 lie within islands and give $+4$; the pairs 23 and 61 connect islands and give $-1$. The sum is 3. The other elements follow likewise:

| Element | $I$ | Overlap | Sum of $c$ over neighbours | $H/J$ |
|---|---|---|---|---|
| $K_1,K_1$ | 3 | 1 | 1.5 | 1.5 |
| $K_1,K_2$ | 1 | 0.25 | 6 | 1.5 |
| $K_1,D_1$ | 2 | 0.5 | 3 | 1.5 |
| $D_1,D_1$ | 3 | 1 | 0 | 0 |
| $D_1,D_2$ | 1 | 0.25 | 6 | 1.5 |

As a check by (5), the coefficients for $K_1,K_2$ over neighbour, second-neighbour and opposite pairs are $6-12+3=-3$, which is $N(4-N)/4$ for $N=6$.

Let $x=E/J$. For the symmetric sums $u=K_1+K_2$ and $v=D_1+D_2+D_3$,

$$S_{uu}=2+2(0.25)=2.5,\qquad H_{uu}/J=4(1.5)=6,$$

$$S_{vv}=3+6(0.25)=4.5,\qquad H_{vv}/J=6(1.5)=9,$$

$$S_{uv}=6(0.5)=3,\qquad H_{uv}/J=6(1.5)=9.$$

The Kekulé structures alone give $x=6/2.5=2.4$. With the Dewar structures, the secular equation is

$$(6-2.5x)(9-4.5x)-(9-3x)^2=0 .$$

Expanding, $54-49.5x+11.25x^2-81+54x-9x^2=2.25x^2+4.5x-27=0$, or

$$x^2+2x-12=0,\qquad x=-1\pm\sqrt{13}.$$

Since $J<0$, the larger root is the lower energy: $x=2.6056$ and $E=-0.1303$ hartree. Diagonalizing the complete spin Hamiltonian gives the same ground-state energy, so the symmetric block does contain the ground state.

One Kekulé structure has $x=1.5$. The resonance energy relative to it is $1.1056\,|J|=0.0553$ hartree, or 1.504 eV for the chosen $J$. The second Kekulé structure supplies 0.9 of this and the Dewar structures about 0.206, in units of $|J|$. The first row of the secular problem gives the ratio of a Dewar to a Kekulé coefficient,

$$\frac{b}{a}=\frac{2.5x-6}{9-3x}=0.434 .$$

These are coefficients in a non-orthogonal basis; their squares are not probabilities.

## Which exchange parameter?

The integral $K_{ij}$ is the electrostatic self-repulsion of the density $\rho=\phi_i\phi_j$. If $v$ is its potential, $\nabla^2v=-4\pi\rho$, and integration by parts gives

$$K_{ij}=\int\rho\,v\,d\mathbf r=\frac1{4\pi}\int|\nabla v|^2\,d\mathbf r>0 .$$

The eigenvalues of $P_{ij}$ are $\pm1$, so (1) implies $E\ge Q-\sum_{i<j}K_{ij}$ for covalent functions. The high-spin state, with every $P_{ij}=1$, reaches this bound. Covalent functions of orthonormal orbitals therefore do not favour pairing.

A hexagonal H$_6$ ring with side 3 bohr shows the size of the effect. In the STO-3G basis with symmetrically orthogonalized orbitals, the neighbour integral is $K=0.003679$ hartree and the others are below $10^{-4}$ hartree. The total energies are:

- lowest covalent singlet: $-2.5949$ hartree;
- septet: $-2.6003$ hartree;
- full configuration interaction, a singlet: $-2.9732$ hartree.

The covalent singlet lies 0.0054 hartree above the septet. With $K>0$ the other root, $x=-4.6056$, is the relevant one: from $Q=-2.57798$ hartree, neighbours alone give $-2.57798-4.6056(0.003679)=-2.5949$ hartree. The full calculation uses the same six orbitals but also admits double occupation, that is, ionic structures. This lowers the singlet to 0.373 hartree below the septet. These numbers belong to the STO-3G basis and are not converged. The gap is 0.358 hartree in 6-31G and about 0.37 in cc-pVDZ, where the total energies lie about 0.2 hartree lower. With the contracted 1s function of cc-pVTZ as minimal basis, $K$ rises to 0.0054 hartree and the covalent singlet lies 0.0084 hartree above the septet. The order of the states does not change.

The ionic structures can be absorbed into an effective parameter when they are high in energy. The H$_6$ ring at 3 bohr is not such a case: the covalent functions carry only half the weight of its ground state, and the ratio $t/U$ defined below is about 0.24. At 5 bohr the weight is 0.98 and the ratio 0.04. Take two sites with hopping amplitude $-t$ and repulsion $U\gg t$ for double occupation. From the covalent singlet, either electron can hop. Both spin terms lead to the same two ionic states, so the coupling to their normalized sum is

$$-t\cdot\frac1{\sqrt2}\cdot2\cdot\sqrt2=-2t .$$

Second-order perturbation theory lowers the singlet by $4t^2/U$. In the triplet, the Pauli principle blocks the hop. Matching to the two-site energies,

$$Q+J=-\frac{4t^2}U,\quad Q-J=0\quad\Longrightarrow\quad J=Q=-\frac{2t^2}U .$$

In a ring, a second-order process must undo the hop on the same bond, so each neighbour pair contributes $J(1-P_{ij})$. This has the form of (1), and the island rules apply unchanged. For six bonds, $Q=6J$ and the prediction is $E/J=6+2.6056=8.6056$.

Diagonalizing the Hubbard ring gives 8.5921 at $t/U=0.02$ and 8.6022 at $t/U=0.01$. Relative to the prediction, the deviations are 0.16% and 0.04%. Halving $t$ divides the deviation by 3.97, as expected for a leading relative correction of order $(t/U)^2$. The reason is that each hop moves an electron between an odd and an even site, so a return to one electron per site needs an even number of hops. The next term after $t^2/U$ is therefore of order $t^4/U^3$. On this ring that term is still pair exchange: it multiplies the neighbour parameter by $1-4t^2/U^2$ and adds a second-neighbour parameter $-2t^4/U^3$, both of which (4) can carry. Terms beyond pair exchange begin at order $t^6/U^5$. At larger $t/U$ the second-order parameter fails first ($E/J=7.99$ instead of 8.61 at $t/U=0.16$), and the pair form itself degrades as the higher terms grow.

The choice at the start is then settled as follows. Equation (4) can fill the matrices between singlet structures whenever the Hamiltonian has the form $Q-\sum J_{ij}P_{ij}$; if the arrows do not all run from odd to even sites, its prefactor takes the sign $(-1)^w$. Computed integrals $K_{ij}$ belong in it when the ionic structures are included explicitly as further basis functions, whose matrix elements lie outside these rules. A covalent basis of orthonormal orbitals alone needs the effective $J$, which was derived here for ionic structures that lie high in energy and for a model without direct exchange. For real orbitals the direct integral remains, $J=K-2t^2/U$ with $U=(11|11)-(11|22)$ for two sites, and it need not be negligible: in H$_2$ (STO-3G) at 6 bohr, where $t/U=0.013$, $K$ is 18% of $2t^2/U$.

## Values computed for the example and the checks

```
pairings of 6 sites tested, crossing included: 15
largest error of overlap rule: 4e-16, exchange rule: 0e+00
n = 2 pairs: Rumer structures 2, singlets 2, smallest overlap eigenvalue 0.50000
n = 3 pairs: Rumer structures 5, singlets 5, smallest overlap eigenvalue 0.14389
n = 4 pairs: Rumer structures 14, singlets 14, smallest overlap eigenvalue 0.02614
n = 5 pairs: Rumer structures 42, singlets 42, smallest overlap eigenvalue 0.00322
4 sites, A=(12)(34) B=(14)(23) X=(13)(24): <A|B> 0.500, <B|X> -0.500, <X|A> 0.500
product of these three overlaps: -0.1250
K1: bonds 1-2 3-4 5-6
K2: bonds 1-6 3-2 5-4
D1: bonds 1-2 3-6 5-4
D2: bonds 1-4 3-2 5-6
D3: bonds 1-6 5-2 3-4
element: islands, overlap, sums of c over neighbour / second / opposite pairs
  K1,K1: 3, 1.00, 1.5 / -3.0 / -1.5
  K1,K2: 1, 0.25, 6.0 / -12.0 / 3.0
  K1,D1: 2, 0.50, 3.0 / -6.0 / 0.0
  D1,D1: 3, 1.00, 0.0 / -3.0 / 0.0
  D1,D2: 1, 0.25, 6.0 / -12.0 / 3.0
ring parameter J: -0.050 hartree, Q = 0
  one Kekule structure: E/J = 1.500000, E = -0.075000 hartree
  two Kekule structures: E/J = 2.400000, E = -0.120000 hartree
  all five structures: E/J = 2.605551, E = -0.130278 hartree
  direct spin diagonalization: E/J = 2.605551, E = -0.130278 hartree
resonance energy, five against one: 0.055278 hartree = 1.5042 eV
ground state, coefficient ratio Dewar/Kekule: 0.4343
Hamiltonian rule, random integrals, largest error: 2e-14
H6 ring, STO-3G, side 3.0 bohr; Hamiltonian rule error 4e-15 hartree
  Q with nuclear repulsion: -2.577984 hartree
  K neighbour 0.003679, second 0.000032, opposite 0.000012 hartree
  lowest covalent singlet: -2.594918 hartree
  septet: -2.600283 hartree
  full configuration interaction: -2.973164 hartree, <S^2> = 0.0000
Hubbard ring, t/U = 0.02: E/J = 8.59210, island rules 8.60555
Hubbard ring, t/U = 0.01: E/J = 8.60217, island rules 8.60555
deviation ratio on halving t: 3.974
```
